\section*{Choosing the momentum grid for Pauli blocking in Monte Carlo transport}

\section{A capacity of 1.5 is worse than a capacity of 1}

A two-dimensional electron gas at 300 K is represented by 100 simulated particles, and Pauli blocking is imposed by counting particles in the cells of a momentum grid. If a full cell holds one simulated particle, the grid lowers the mean energy by 0.5 meV from the Fermi--Dirac value of 44.5 meV. If the cell area is raised by half, so that a full cell should hold 1.5 particles, the error grows to 4.2 meV. At a capacity of 16 it is 5.4 meV. These figures leave out a further shift of less than 0.1 meV, which comes from the fixed, finite number of particles. Two separate grid errors are at work: one comes from rounding the capacity, the other from the size of the cell. Each can be calculated, and the results show how to set the grid.

\section{What the setting does}

The gas is spatially uniform, with density $n$ per area, degeneracy $g$ and band energy $E=\hbar^2k^2/2m$. Let $f(\mathbf k)$ be the occupation of one state, so that
\begin{equation}
G\equiv\int f\,d^2k=\frac{4\pi^2 n}{g}.
\end{equation}
The $N$ simulated particles share this integral equally, and each stands for $G/N$ of it. A square cell of side $\Delta k$ with $f=1$ contributes $\Delta k^2$. Its capacity in simulated particles is therefore
\begin{equation}
M=\frac{N\Delta k^2}{G}, \label{cap}
\end{equation}
which need not be an integer. A cell with $n_c$ particles has occupation $n_c/M$. Each scattering event is handled as follows:
\begin{enumerate}
\item Draw a final state $\mathbf k'$ from the scattering rate without blocking.
\item Count the other particles in the cell of $\mathbf k'$; call the number $n$.
\item Accept with probability $(1-n/M)_+$, where $(u)_+=\max(0,u)$. On rejection the particle keeps its momentum and continues its flight.
\item Update the counts before the next event.
\end{enumerate}
The last point matters. If several particles were tested against the same old counts, they could all enter the last free place.

\section{The stationary state without a field}

Let $w(\mathbf k,\mathbf k')$ be the rate without blocking for a jump from $\mathbf k$ to $\mathbf k'$. Assume detailed balance with a bath at temperature $T$,
\begin{equation}
e^{-\beta E(\mathbf k)}w(\mathbf k,\mathbf k')=e^{-\beta E(\mathbf k')}w(\mathbf k',\mathbf k),\qquad \beta=1/kT, \label{db}
\end{equation}
and assume that the jumps connect all allowed configurations. Try the probability density
\begin{equation}
P\propto\prod_i e^{-\beta E(\mathbf k_i)}\prod_c A_{n_c},\qquad
A_n=\prod_{j=0}^{n-1}\Bigl(1-\frac jM\Bigr)_+ .
\end{equation}
Move one particle from cell $c$ to another cell $c'$. The new density $P'$ satisfies
\begin{equation}
\frac{P'}{P}=e^{-\beta[E(\mathbf k')-E(\mathbf k)]}\,
\frac{(1-n_{c'}/M)_+}{(1-(n_c-1)/M)_+}.
\end{equation}
The numerator is the acceptance of the forward jump. The denominator is the acceptance of the return jump, which finds $n_c-1$ particles in the old cell. With \eqref{db}, the forward and return flows are equal. For a jump within one cell both acceptances are the same, so the balance holds there too. Hence $P$ is stationary, and since the jumps connect all allowed configurations it is the unique stationary state.

To obtain the law of the counts, integrate over the positions inside each cell. This gives a factor proportional to $a_c^{n_c}$, where $a_c$ is the cell average of $e^{-\beta E}$. The number of ways to distribute labelled particles gives $1/n_c!$. Up to the largest allowed count,
\begin{equation}
\frac{A_n}{n!}=\frac{M(M-1)\cdots(M-n+1)}{M^n\,n!}=\frac{1}{M^n}\binom Mn .
\end{equation}
Factors of the form $(\text{constant})^{n_c}$ multiply to a constant at fixed $N$. They can be absorbed in a chemical potential $\mu$, which leaves
\begin{equation}
P(\{n_c\})\propto\prod_c\binom{M}{n_c}y_c^{n_c},\qquad y_c=e^{\beta\mu}a_c,\quad n_c\le K=\lceil M\rceil. \label{law}
\end{equation}
The limit is $K$ because a cell with $n<M$ can still accept a particle, while one with $n\ge M$ cannot. A direct solution of the master equation for three cells with $M=1.5$ agrees with this law.

\section{Bias from occupations above one}

Let $N$ fluctuate at fixed $\mu$, so that the cells become independent. Consider one cell with weights $W_n=\binom Mn y^n$ and $Z=\sum_nW_n$. The ratio of successive weights gives $nW_n=y(M-n+1)W_{n-1}$. Summing over $n=1,\dots,K$ and writing $j=n-1$,
\begin{equation}
\langle n\rangle=\frac{y}{Z}\sum_{j=0}^{K-1}(M-j)W_j
=yM\Bigl\langle\Bigl(1-\frac nM\Bigr)_+\Bigr\rangle .
\end{equation}
The term $n=K$ could be included in the last average because it vanishes there. Now use $(1-u)_+=1-u+(u-1)_+$ and define the cell occupation $f_c=\langle n\rangle/M$ and the mean excess $x_c=\langle(n/M-1)_+\rangle$. Then $f_c=y_c(1-f_c+x_c)$, or
\begin{equation}
f_c=\frac{y_c}{1+y_c}\,(1+x_c). \label{excess}
\end{equation}
The relative error of the occupation at given $y_c$ equals the mean excess above one. Three cases follow.

\textbf{Integer $M$.} Here $K=M$ and $x_c=0$. The counts fluctuate strongly when $M=1$, but at fixed $\mu$ the fluctuations do not bias the mean. There is no need for many particles per cell in this equilibrium problem.

\textbf{Non-integer $M>1$.} As $y_c\to\infty$ the cell fills to $K$, and $f_c\to K/M>1$. For $M=1.5$ the limit is $4/3$. The overshoot $K/M-1$ is less than $1/M$, so rounding matters less for large capacities.

\textbf{$M<1$.} Only $n=0$ and $n=1$ occur, with weights $1$ and $My$, so
\begin{equation}
f_c=\frac1M\,\frac{My_c}{1+My_c}=\frac{y_c}{1+My_c}.
\end{equation}
Each state now admits up to $1/M$ electrons. For $M\to0$ the result is the classical $f_c=y_c$: a grid much finer than the particle spacing switches Pauli blocking off.

\section{Bias from the size of a cell}

Take integer $M$ from here on. Inside a cell, \eqref{law} came from particles distributed as $e^{-\beta E}$, so with $y(\mathbf k)=e^{-\beta(E-\mu)}$
\begin{equation}
f_{\rm MC}(\mathbf k)=f_c\,\frac{y(\mathbf k)}{y_c}=\frac{y(\mathbf k)}{1+y_c}. \label{inside}
\end{equation}
This exceeds one wherever $y(\mathbf k)>1+y_c$, even though no cell is overfull. The cell count restrains the average occupation, not its distribution within the cell.

For small cells the error can be expanded. The function $F(y)=y/(1+y)$ has $F''=-2/(1+y)^3$. The cell average of the true occupation $f=F(y)$ is thus $F(y_c)-{\rm Var}(y)/(1+y)^3$ to leading order. A coordinate spread uniformly over $\Delta k$ has variance $\Delta k^2/12$, and $\nabla y=-\beta y\nabla E$ with $\nabla E=\hbar\mathbf v$. Since $y^2/(1+y)^3=f^2(1-f)$,
\begin{equation}
f_c-\langle f\rangle_c\simeq f^2(1-f)\frac{(\beta\hbar v\Delta k)^2}{12}. \label{local}
\end{equation}
At fixed $\mu$ the cells hold too many particles.

For the energy one also needs the distribution inside the cell. From \eqref{inside},
\begin{equation}
f_{\rm MC}-f=\frac{y}{1+y_c}-\frac{y}{1+y}=f\,\frac{y-y_c}{1+y_c}.
\end{equation}
Multiply by a function $h(E)$ and average over a cell. The result is the covariance of $hf$ and $y$, divided by $1+y_c$. To leading order this is $(\Delta k^2/12)\nabla(hf)\cdot\nabla y/(1+y)$. With $\nabla y/(1+y)=-\beta f\nabla E$ and $\nabla f=-\beta f(1-f)\nabla E$,
\begin{equation}
\langle h(f_{\rm MC}-f)\rangle_c\simeq\frac{\Delta k^2}{12}\beta|\nabla E|^2f^2\,[\beta h(1-f)-h'].
\end{equation}
For the parabolic band $|\nabla E|^2=2\hbar^2E/m$, and the density of states $D=gm/2\pi\hbar^2$ is constant. Use $\beta f^2(1-f)=-\frac12\,d(f^2)/dE$ and integrate by parts. The density error, $h=1$, is
\begin{equation}
\delta n=\frac{D\hbar^2\Delta k^2\beta}{6m}\int_0^\infty E\Bigl(-\frac12\frac{df^2}{dE}\Bigr)dE
=\frac{D\hbar^2\Delta k^2\beta}{12m}\int_0^\infty f^2dE .
\end{equation}
For the energy density $u$, $h=E$, the two terms cancel:
\begin{equation}
\delta u\propto\int_0^\infty E^2\Bigl(-\frac12\frac{df^2}{dE}\Bigr)dE-\int_0^\infty Ef^2dE=0 .
\end{equation}
Define $L=\ln(1+e^{\beta\mu})$ and $f_0=f(E=0)=1-e^{-L}$. Then $\int f\,dE=n/D=kTL$. Since $f(1-f)=-kT\,df/dE$, also $\int f^2dE=\int f\,dE-\int f(1-f)\,dE=kT(L-f_0)$.

A simulation fixes $n$, so $\mu$ must shift by $\delta\mu=-\delta n/(\partial n/\partial\mu)$. Because $f$ depends on $E-\mu$, $\partial n/\partial\mu=D\int(-df/dE)dE=Df_0$ and $\partial u/\partial\mu=D\int E(-df/dE)dE=n$. The energy per particle changes by $\delta\mu\,(\partial u/\partial\mu)/n=\delta\mu$:
\begin{equation}
\delta\langle E\rangle\simeq-\frac{\hbar^2\Delta k^2}{12m}\left[\frac{L}{1-e^{-L}}-1\right]. \label{shift}
\end{equation}
In the dilute limit the bracket tends to $L/2$, and the bias vanishes with the need for blocking. In the degenerate limit the bracket is about $L$ and $\langle E\rangle\simeq kTL/2$, so the relative error is about $-\Delta k^2/6\sigma^2$, with $\sigma=\sqrt{mkT}/\hbar$. This estimate holds only while $\beta\hbar v\Delta k=k\Delta k/\sigma^2\ll1$ at the Fermi edge, a condition that becomes stricter as the temperature falls. For larger cells the error in a degenerate gas stays below this estimate, although for very coarse cells it varies unevenly with $\Delta k$ and with the position of the grid. Particles are misplaced only over distances of about one cell, so in a degenerate gas the relative energy error is at most of order $\Delta k/k_F$, where $k_F$ is the Fermi wave number.

\section{Reading the equilibrium numbers}

The example uses round model parameters: $m=0.04\,m_e$, $n=0.01$ nm$^{-2}$ ($10^{12}$ cm$^{-2}$), $g=2$ and $T=300$ K. Then $G=0.1974$ nm$^{-2}$, $\hbar^2/m=1905$ meV\,nm$^2$, $L=2.315$ and $f_0=0.901$. For $N=100$ and $M=1$, \eqref{cap} gives $\Delta k^2=0.001974$ nm$^{-2}$, and
\begin{equation}
\delta\langle E\rangle\simeq-\frac{1905\times0.001974}{12}\left(\frac{2.315}{0.901}-1\right)=-0.49\ \text{meV}.
\end{equation}
Summing over the grid without the expansion, with $N$ free to fluctuate about a mean of 100, gives $-0.48$ meV. The other grid biases quoted here are calculated in the same way. At $M=16$ the formula gives $-7.9$ meV against $-5.4$ meV. For such coarse cells the bias also depends on where the grid lies; the value here is for a grid with a cell corner at $\mathbf k=0$, while a cell centred there gives $-6.5$ meV. This is no longer a small cell: with $\mu=2.21\,kT$, the edge lies at $k=2.1\sigma$, and $k\Delta k/\sigma^2\simeq3.2$.

At $M=1.5$ the cell-size formula, which assumes integer capacity, would give only $-0.74$ meV. Most of the actual $-4.2$ meV therefore comes from rounding. The excess $\sum_c(n_c-M)_+$ is 11.5\% of the particles, in theory and in simulation. At $M=0.25$ every occupied cell holds one particle where a quarter is allowed, so the excess is 75\%. The energy falls to 29.8 meV, most of the way from the Fermi--Dirac value to the classical value $kT=25.9$ meV.

The excess is zero at $M=16$, yet the square of side $\Delta k$ centred on $\mathbf k=0$, which takes a quarter of each of four cells, has a simulated occupation of $1.266\pm0.007$. The theory gives 1.269, whereas the Fermi--Dirac occupation has its maximum, 0.90, at $\mathbf k=0$. A report of overfull cells cannot detect this error.

The simulated averages are compared with theory at fixed $N$. Replacing $y_c$ by $y_ce^{i\theta}$ multiplies each configuration of $N'$ particles by $e^{iN'\theta}$. Integrating with $e^{-iN\theta}$ over a full period then selects $N'=N$. At $M=1$ this lowers the energy from 43.99 to 43.90 meV, a finite-$N$ effect distinct from the grid bias. The simulation gives $43.76\pm0.07$ meV, two standard errors away; the test allows 4.5.

\section{With a field: let the grid move}

Free flight changes $\mathbf k$ without asking whether the next cell is full. On a fixed grid, cells can thus overfill even for integer $M$. The mean acceptance into a cell is then $1-f_c+x_c$ instead of $1-f_c$, so overfilling adds spurious in-scattering.

In a uniform electric field, without a magnetic field, all wave vectors shift by the same amount between scatterings. If the cell edges shift with them, no particle crosses an edge. Only accepted scatterings change the counts, and with integer $M$ none can enter a full cell. Starting from $n_c\le M$, the excess stays zero. The argument needs a common displacement; particles in regions with different fields do not share one grid motion.

A solvable model tests this. Proposals occur at rate $\Gamma$, with final states drawn from a normalized Maxwellian $\pi(\mathbf k)\propto e^{-\beta E}$. This satisfies \eqref{db}, but it is not a phonon model. With the electric force $F$ along $+k_x$ and $\kappa=F/\hbar\Gamma$, the mean-field Boltzmann equation is
\begin{equation}
\kappa\,\partial_{k_x}f=G\pi(1-f)-Bf,\qquad B=\int\pi(1-f)\,d^2k .
\end{equation}
Here $B$ is the acceptance. Multiply by $k_x$ and integrate. The left side gives $-\kappa G$ by parts, and $\int k_x\pi\,d^2k=0$, so
\begin{equation}
\bar k_x=\frac{1}{B}\left(\kappa-\int k_x\pi f\,d^2k\right).
\end{equation}
Without blocking, $B=1$ and the integral is absent, so $\bar k_x=\kappa$. At 3 kV/cm and $\Gamma=10^{13}$ s$^{-1}$ this means a velocity of $1.32\times10^5$ m/s. With blocking the deterministic solution has $B=0.321$ and a velocity of $3.20\times10^5$ m/s: rejected scatterings let particles accelerate for longer. The size of this rise belongs to the model, in which every scattering thermalizes fully in a parabolic band; for elastic scattering with a symmetric rate the blocking factors cancel from the Boltzmann equation. Its energy is 71 meV. The simulations give:

\begin{center}
\begin{tabular}{llccc}
$M$ & grid & velocity ($10^5$ m/s) & energy (meV) & acceptance\\
1 & moving & 3.14 & 69.7 & 0.331\\
1 & fixed & 2.71 & 58.7 & 0.389\\
16 & moving & 2.87 & 59.9 & 0.382\\
16 & fixed & 2.77 & 60.2 & 0.372
\end{tabular}
\end{center}

At $M=1$ the moving grid comes within 2\% of the reference in velocity and energy. The statistical errors in the table are about $0.013\times10^5$ m/s and 0.25 meV. The samples are taken just after a scattering attempt, so they lie below the time averages by the mean gain between attempts, $F/m\Gamma N=0.013\times10^5$ m/s in velocity and about 0.1 meV in energy. The rest of the difference combines finite cell size, finite $N$ and statistical error, which these runs do not separate. On the fixed grid 12\% of the particles are in excess, and the velocity is 15\% too low. At $M=16$ the excess on the fixed grid is only 0.2\%, but both grids have large errors, as expected from their coarse cells. There the fixed grid has the lower acceptance, so its lower velocity cannot be put down to extra in-scattering. These runs do not identify the cause of that difference.

\section{How to choose the values}

Choose the tolerated energy error from cell size, $\epsilon$, first, and obtain the cell side from \eqref{shift}:
\begin{equation}
\Delta k^2=\frac{12m\epsilon}{\hbar^2}\left[\frac{L}{1-e^{-L}}-1\right]^{-1}.
\end{equation}
Then choose an integer $M$ and take $N=MG/\Delta k^2$, rounded to an integer. Finally reset $\Delta k=\sqrt{MG/N}$, so that the capacity is an integer again. For $\epsilon=0.1$ meV in the example, $\Delta k=0.020$ nm$^{-1}$, and $M=1$ needs about 490 particles. The shift from the fixed, finite number of particles is not included in $\epsilon$ and adds to it; if the total must stay below the tolerance, take somewhat more particles. At given $N$, $M=1$ gives the smallest cell that still blocks correctly.

In a uniform electric field, use the moving grid. If the grid must stay fixed, keep the small $\Delta k$ and raise $N$, which raises $M$ and reduces the relative count fluctuations; then check that the excess is small. Raising $M$ by enlarging the cells exchanges one bias for the other. The formula for $\epsilon$ is an equilibrium estimate, so a driven result should also be repeated with a smaller cell at integer $M$. The full set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
mass 0.04 m_e; T 300 K; density 0.01 nm^-2
particles N 100; replicas 100
kT 25.852 meV; hbar^2/m 1905.0 meV nm^2
G 0.19739 nm^-2; thermal wave number 0.1165 nm^-1
L 2.3150; mu/kT 2.2110; f_FD(k=0) 0.9012
Fermi-Dirac mean energy 44.473 meV
master equation: largest probability error 6.1e-16
local cell error 2.8452e-04; formula 2.8469e-04
relative error of energy-shift formula: dk=0.02 nm^-1 0.0041; dk=0.01 nm^-1 0.0010
EQUILIBRIUM (theory at fixed N / simulation +- standard error)
M 0.25: dk 0.0222 nm^-1; grand-canonical energy bias -14.666 meV
  energy 29.774 / 29.803 +- 0.064 meV
  fraction above capacity 0.7500 / 0.7500 +- 0.0000
  central occupation 1.763 / 1.774 +- 0.055
M 1: dk 0.0444 nm^-1; grand-canonical energy bias -0.482 meV
  small-cell formula for bias -0.492 meV
  energy 43.896 / 43.757 +- 0.070 meV
  fraction above capacity 0.0000 / 0.0000 +- 0.0000
  central occupation 0.929 / 0.877 +- 0.029
M 1.5: dk 0.0544 nm^-1; grand-canonical energy bias -4.215 meV
  energy 40.184 / 40.262 +- 0.080 meV
  fraction above capacity 0.1151 / 0.1146 +- 0.0003
  central occupation 1.104 / 1.072 +- 0.023
M 16: dk 0.1777 nm^-1; grand-canonical energy bias -5.408 meV
  small-cell formula for bias -7.865 meV
  energy 39.002 / 38.991 +- 0.072 meV
  fraction above capacity 0.0000 / 0.0000 +- 0.0000
  central occupation 1.269 / 1.266 +- 0.007
DRIVEN: field 3.0 kV/cm; rate 1.0e+13 s^-1; kappa 0.0456 nm^-1
Boltzmann: velocity 3.198 10^5 m/s; energy 71.05 meV; acceptance 0.3213
velocity without Pauli blocking 1.319 10^5 m/s
M 1, moving grid: velocity 3.140 +- 0.013 10^5 m/s
  energy 69.65 +- 0.28 meV; acceptance 0.3309; above capacity 0.0000
M 1, fixed grid: velocity 2.714 +- 0.014 10^5 m/s
  energy 58.69 +- 0.23 meV; acceptance 0.3887; above capacity 0.1197
M 16, moving grid: velocity 2.865 +- 0.014 10^5 m/s
  energy 59.86 +- 0.24 meV; acceptance 0.3819; above capacity 0.0000
M 16, fixed grid: velocity 2.768 +- 0.012 10^5 m/s
  energy 60.23 +- 0.23 meV; acceptance 0.3715; above capacity 0.0018
\end{verbatim}
